The Retarded Dispersion Energy of Two Distant Isotropic Atoms

## First half: from coupled modes to the imaginary-frequency integral

**The form of the answer**

Two neutral atoms A and B, at rest a distance R apart in vacuum, attract each other although neither has a permanent dipole moment. Each must be polarized for an energy to arise, so the leading energy is proportional to the product of their polarizabilities α_A and α_B. In Gaussian units a polarizability is a volume, and the product divided by R⁶ is a pure number. An energy must still be supplied. At distances so large that light needs many atomic periods to cross from one atom to the other, the field fluctuations shared by both atoms have frequencies near c/R. The atoms follow such slow fields as if they were static. No atomic frequency is then left in the problem, and the energy available is ħc/R. Hence

U = −K ħc α_A α_B / R⁷, (1)

with a pure number K. Dimensions fix neither the size of K nor its sign. Close together, a typical atomic frequency ω sets the scale instead, and the same reasoning gives ħω α_A α_B/R⁶. The task is to find the function that joins the two regimes and to show that K = 23/(4π).

The algebra uses atomic units, ħ = m = e = 1, with Gaussian electrodynamics; c is kept as a symbol. The atoms are at zero temperature in non-degenerate ground states without spin or orbital moment, so a weak field of any direction induces a dipole parallel to itself. Their charge clouds do not overlap, the nuclei are fixed, and each atom is small compared with R. Magnetic coupling and higher multipoles are omitted.

**The coupling to the field**

Expand the transverse vector potential in real, orthonormal, transverse mode functions u_λ(r) of a large box, with mode frequencies ω_λ:

A(r) = √(4π) c Σ_λ Q_λ u_λ(r), H_field = ½ Σ_λ (P_λ² + ω_λ² Q_λ²). (2)

The factor √(4π) c makes the electric energy ∫E²/(8π) equal to ½ΣP_λ², because E = −(1/c)∂A/∂t = −√(4π) Σ_λ P_λ u_λ. Wavelengths shorter than an atom are excluded, which keeps all one-atom sums finite.

In the dipole approximation a particle of charge q_i in atom X has kinetic energy (p_i − q_i A(R_X)/c)²/(2m_i). The atoms also interact through the Coulomb energy of two dipoles,

V_AB = −d_A,i d_B,j ∂_i∂_j (1/R), (3)

where repeated indices are summed and derivatives act on the vector R_B − R_A, whose length is R. In scalar products such as k·R the letter R stands for this vector. The vector potential can be removed from the kinetic energy by the unitary operator W = exp(iS), with S = (1/c) Σ_X d_X·A(R_X). Since W⁻¹pW = p + ∂S/∂r for a momentum p conjugate to r,

W⁻¹ p_i W = p_i + q_i A(R_X)/c, W⁻¹ P_λ W = P_λ + √(4π) Σ_X d_X·u_λ(R_X). (4)

The first relation cancels the vector potential in the kinetic energy. The second, put into ½ΣP_λ², gives a linear coupling and a quadratic term:

√(4π) Σ_λ P_λ Σ_X d_X·u_λ(R_X) + 2π Σ_λ [Σ_X d_X·u_λ(R_X)]². (5)

The part of the quadratic term that contains both atoms is 4π Σ_λ [d_A·u_λ(R_A)][d_B·u_λ(R_B)]. To sum it, take the modes in cosine and sine pairs with normalization √(2/V). The pair contributes cos(k·R_A)cos(k·R_B) + sin(k·R_A)sin(k·R_B) = cos(k·R), and one pair serves both k and −k. The two polarizations add up to δ_ij − k_ik_j/k². For a large box, therefore,

Σ_λ u_λ,i(R_A) u_λ,j(R_B) = ∫ d³k/(2π)³ (δ_ij − k_ik_j/k²) e^{ik·R}. (6)

The first term is a delta function and vanishes for R ≠ 0. In the second, k_ik_j e^{ik·R} = −∂_i∂_j e^{ik·R}, and ∫ d³k/(2π)³ 4π e^{ik·R}/k² = 1/R. The cross term is thus +d_A,i d_B,j ∂_i∂_j(1/R), which cancels V_AB of equation (3). In this description separated atoms have no instantaneous interaction; everything passes through the field modes.

The remaining quadratic terms each involve one atom and do not depend on R. The linear coupling takes a convenient shape after the canonical change P_λ = −ω_λX_λ, Q_λ = Y_λ/ω_λ. It preserves the commutator, [Q_λ, P_λ] = −[Y_λ, X_λ] = [X_λ, Y_λ] = i, so that X_λ is now a coordinate and Y_λ its momentum:

H_field = ½ Σ_λ (Y_λ² + ω_λ² X_λ²), H_int = −√(4π) Σ_λ ω_λ X_λ Σ_X d_X·u_λ(R_X). (7)

**Zero-point energy of oscillator atoms**

First let each atom be an isotropic oscillator with energy ½(p² + ω_X²q²) and dipole d_X = s_X q, where s_X² = α_X(0) ω_X². A static field E displaces q by s_X E/ω_X², which gives d_X = α_X(0)E as it should. At imaginary frequency iξ the squared frequency −ξ² replaces zero, and

α_X(iξ) = s_X²/(ω_X² + ξ²). (8)

Atoms and field now form one set of coupled oscillators with a symmetric stiffness matrix 𝒦, whose eigenvalues are the squares of the normal frequencies Ω_n. The ground-state energy is ½ΣΩ_n. To compare it with that of another set having as many modes, use

∫₀^∞ dξ ln[(ξ² + a²)/(ξ² + b²)] = π(a − b), a, b > 0. (9)

Both sides vanish at a = b, and the derivative of the left side with respect to a is ∫₀^∞ 2a dξ/(ξ² + a²) = π, equal to that of the right side. Summing (9) over the modes, with a factor 1/(2π), gives

½ Σ_n (Ω_n − Ω_n⁰) = (1/2π) ∫₀^∞ dξ ln[det(𝒦 + ξ²)/det(𝒦₀ + ξ²)]. (10)

The field coordinates can be eliminated from the determinant. For a symmetric matrix with atomic block M, field block F and coupling block −G,

det(𝒦 + ξ²) = det F · det(M − G F⁻¹ Gᵀ). (11)

This follows by adding multiples of the field columns to the atomic columns until one off-diagonal block is zero, which leaves the determinant unchanged. Here F is diagonal with elements ω_λ² + ξ², and G contains √(4π) ω_λ s_X u_λ(R_X). The block of M − GF⁻¹Gᵀ that links A to B is therefore −s_A s_B T_ij, where

T_ij(iξ) = 4π Σ_λ ω_λ² u_λ,i(R_A) u_λ,j(R_B)/(ω_λ² + ξ²). (12)

The block of one atom with itself is s_X²[1/α_X(iξ) + σ_X(iξ)]. The quantity σ_X collects the atom's reaction to its own field and the one-atom quadratic term of (5). In a large box it is isotropic and independent of R. It changes α_X into α_X/(1 + α_Xσ_X), a correction of higher order in the same atom's polarizability, and is dropped from here on.

Taking the factors s_X out of rows and columns leaves a 6 × 6 determinant with diagonal blocks 1/α_A and 1/α_B, each times the 3 × 3 unit matrix, and off-diagonal blocks −T. Since T is symmetric and the diagonal blocks are multiples of the unit matrix, it equals

det[1/(α_Aα_B) − T²] = (α_Aα_B)⁻³ det(1 − α_Aα_B T²). (13)

At infinite distance T vanishes. Choosing that arrangement as the reference in (10) cancels every factor except the last:

U(R) = (1/2π) ∫₀^∞ dξ ln det(1 − α_A α_B T²). (14)

For a matrix Z of small elements, ln det(1 − Z) = Tr ln(1 − Z) = −Tr Z to leading order. Hence

U(R) = −(1/2π) ∫₀^∞ dξ α_A(iξ) α_B(iξ) Tr T²(iξ). (15)

The trace describes one round trip: a dipole on A acts on B, and the dipole induced there acts back on A. The neglected terms describe repeated round trips and are smaller by factors of order α_Aα_B/R⁶.

**Why real atoms obey the same formula**

An atom is not an oscillator: its response to strong fields differs. Equation (15) does not depend on that difference. Let |0⟩ be the ground state of the uncoupled atoms and field. For large β the quantity ⟨0|e^{−βH}|0⟩ behaves as a constant times e^{−βE}, so the ground-state energy E is minus the limit of its logarithm divided by β. Expand in the coupling (7). A single factor d_A or d_B has zero mean, so the first term that depends on both atoms contains two factors of each. The average over the uncoupled ground state factorizes into an average over A, one over B and one over the field. The atomic average is

⟨0|𝒯 d_i(τ) d_j(0)|0⟩ = δ_ij Σ_n |⟨n|d_z|0⟩|² e^{−ω_n|τ|}, (16)

where 𝒯 orders by imaginary time τ and ω_n is the excitation energy of state n. Its Fourier transform follows from ∫dτ e^{iξτ} e^{−ω|τ|} = 2ω/(ω² + ξ²):

α(iξ) = Σ_n f_n/(ω_n² + ξ²), f_n = 2ω_n |⟨n|d_z|0⟩|² ≥ 0. (17)

Each term has the form (8) of an oscillator. The energy at this order is linear in the correlation function of A and linear in that of B. It is therefore a sum over pairs of transitions, each pair contributing what two oscillators would contribute, and the sum is (15) with the full polarizabilities (17). The one-atom quadratic terms of (5) contain no field coordinate. They cannot link the atoms at this order, and the products they form cancel in the logarithm.

This conclusion was tested on atoms with two levels, which are far from oscillators. In dimensionless units their transition energies were 1 and 0.7, their transition dipoles 1, and both were coupled with strength 0.03 to the coordinate of a single field oscillator of frequency 1.3. The interaction energy from diagonalizing the full Hamiltonian, divided by the value of the response integral, was 1.00039. Exact agreement is not expected, since the integral keeps the leading order in the coupling.

**The field of a dipole at imaginary frequency**

With ω_λ = ck and κ = ξ/c, the mode sum (6) turns (12) into

T_ij = 4π ∫ d³k/(2π)³ (k²δ_ij − k_ik_j) e^{ik·R}/(k² + κ²). (18)

Replace k_ik_j by −∂_i∂_j and k² by −∇², both acting on the exponential:

T_ij = (∂_i∂_j − δ_ij∇²) y(R), y(R) = 4π ∫ d³k/(2π)³ e^{ik·R}/(k² + κ²) = e^{−κR}/R. (19)

The last equality holds because the integral solves (−∇² + κ²)y = 4πδ(R) and decays at infinity. The function e^{−κR}/R does both: away from the origin ∇²y = (1/R)(Ry)″ = κ²y, and near the origin it behaves as 1/R, the potential of a unit charge. For R > 0, then,

T_ij = ∂_i∂_j y − κ²δ_ij y. (20)

Let n be the unit vector along R_B − R_A, and let x = κR = ξR/c. For a function of R alone, ∂_i∂_j y = n_in_j y″ + (δ_ij − n_in_j) y′/R. The derivatives are

y′ = −(1 + x) e^{−x}/R², (21)

y″ = κ²y − 2y′/R = (x² + 2x + 2) e^{−x}/R³, (22)

where (22) uses ∇²y = y″ + 2y′/R = κ²y. Since κ²y = x²e^{−x}/R³, the element along n and the two equal elements across it are

T_∥ = y″ − κ²y = 2(1 + x) e^{−x}/R³, (23)

T_⊥ = y′/R − κ²y = −(1 + x + x²) e^{−x}/R³. (24)

At x = 0 they are 2/R³ and −1/R³, the static dipole field. The term x² in (24) is the imaginary-frequency form of the radiation field; it has no longitudinal counterpart.

The trace contains one longitudinal and two transverse squares:

Tr T² = (e^{−2x}/R⁶)[4(1 + x)² + 2(1 + x + x²)²]. (25)

The squares are (1 + x)² = 1 + 2x + x² and (1 + x + x²)² = 1 + 2x + 3x² + 2x³ + x⁴. The bracket is therefore (4 + 8x + 4x²) + (2 + 4x + 6x² + 4x³ + 2x⁴) = 6 + 12x + 10x² + 4x³ + 2x⁴, and

Tr T² = 2f(x)/R⁶, f(x) = e^{−2x}(x⁴ + 2x³ + 5x² + 6x + 3). (26)

Inserting this in (15), where the 2 cancels half of the 2π, yields the Casimir-Polder integral:

U(R) = −(1/(πR⁶)) ∫₀^∞ dξ α_A(iξ) α_B(iξ) f(ξR/c). (27)

Every factor of the integrand is positive, so the energy is negative at every distance to which the formula applies.

## Second half: evaluation, limits and a numerical case

**What is carried over**

U(R) is the interaction energy of two isotropic ground-state atoms at distance R, given by (27). The functions α_A(iξ) and α_B(iξ) are their polarizabilities at imaginary frequency iξ; by (17) they are sums of terms f_n/(ω_n² + ξ²) with f_n ≥ 0 and transition energies ω_n. The function f(x), with x = ξR/c, is given by (26) and comes from one longitudinal and two transverse components of the dipole field. Atomic units are used, with c the speed of light.

**The retarded limit**

Change the variable to x, so that ξ = cx/R and dξ = (c/R)dx. Equation (27) becomes

U(R) = −(c/(πR⁷)) ∫₀^∞ dx α_A(icx/R) α_B(icx/R) f(x). (28)

The factor c/R has supplied the seventh power. What remains of R sits in the arguments of the polarizabilities. As R grows with x fixed, these arguments tend to zero and the polarizabilities to α_A(0) and α_B(0). The limit may be taken under the integral because 0 ≤ α(iξ) ≤ α(0), so the integrand never exceeds α_A(0)α_B(0)f(x), which is integrable and independent of R. Thus

U(R) → U_ret(R) = −(c α_A(0)α_B(0)/(πR⁷)) ∫₀^∞ f(x) dx. (29)

The integral needs the moments

∫₀^∞ xⁿ e^{−2x} dx = n!/2ⁿ⁺¹. (30)

For n = 0 the value is ½, and one integration by parts multiplies the moment of order n − 1 by n/2. The values for n = 0 to 4 are 1/2, 1/4, 1/4, 3/8 and 3/4. The five terms of f, from the highest power down, give

x⁴: 3/4
2x³: 2 × 3/8 = 3/4
5x²: 5 × 1/4 = 5/4
6x: 6 × 1/4 = 3/2
3: 3 × 1/2 = 3/2.

Their sum is

∫₀^∞ f(x) dx = (3 + 3 + 5 + 6 + 6)/4 = 23/4. (31)

With the prefactor 1/π,

U_ret(R) = −(23/(4π)) c α_A(0) α_B(0)/R⁷, 23/(4π) ≈ 1.830. (32)

In ordinary units c becomes ħc, and K in (1) is 23/(4π).

The 23 can be divided by direction. From (25), f(x) = e^{−2x}[2(1 + x)² + (1 + x + x²)²]. The first part, from the field along the line joining the atoms, integrates to 2(1/2 + 2/4 + 1/4) = 5/2. The second, from the two transverse directions, integrates to 1/2 + 2/4 + 3/4 + 2 × 3/8 + 3/4 = 13/4. The transverse share is thus 13/23. In the static field it is one third, since at x = 0 the two parts are 2 and 1. The radiation term in (24) makes the difference.

The mean value of x, weighted with f, locates the frequencies that matter. By (30), with the fifth moment 120/64 = 15/8, ∫xf dx = 15/8 + 3/2 + 15/8 + 3/2 + 3/4 = 15/2. Dividing by 23/4 gives 30/23 ≈ 1.30. The mean imaginary frequency in the retarded limit is therefore about 1.3 c/R, which confirms the estimate behind (1).

**How far the limit can be trusted**

A limit is of use when its error is known at finite R. For each atom define a frequency w by

1/w² = (Σ_n f_n/ω_n⁴)/(Σ_n f_n/ω_n²). (33)

For an atom with a single transition, w is the transition frequency. Since 1/(1 + s) ≥ 1 − s for s ≥ 0, each term of (17) satisfies f_n/(ω_n² + ξ²) ≥ (f_n/ω_n²)(1 − ξ²/ω_n²). Summing and dividing by α(0) gives

1 − ξ²/w² ≤ α(iξ)/α(0) ≤ 1. (34)

Call the two ratios p for A and q for B. Both lie between 0 and 1, so (1 − p)(1 − q) ≥ 0, which is the same as pq ≥ p + q − 1. With (34),

1 − ξ²(1/w_A² + 1/w_B²) ≤ pq ≤ 1. (35)

Put ξ = cx/R, multiply by f(x), integrate over x and divide by 23/4. This requires one more moment:

∫₀^∞ x² f dx = 45/8 + 15/4 + 15/4 + 9/4 + 3/4 = 129/8. (36)

The terms come from x⁶, 2x⁵, 5x⁴, 6x³ and 3x², with 6!/2⁷ = 45/8 and 5!/2⁶ = 15/8. Because (129/8)/(23/4) = 129/46,

1 − (129/46)(c/R)²(1/w_A² + 1/w_B²) ≤ U/U_ret ≤ 1. (37)

The limiting law overestimates the magnitude of the energy given by (27), by no more than this bound allows. The lower bound is also the next order of the expansion in 1/R. Indeed 1/(1 + s) differs from 1 − s by no more than s², so pq differs from the left side of (35) by terms of order ξ⁴ and higher, and these contribute at order 1/R⁴. The coefficient 129/46 ≈ 2.8 shows why R must exceed c/w by a fair factor: with two equal atoms at R = 10 c/w, the correction term is 5.6 per cent.

**The short-distance limit and the crossover**

When R is much smaller than c/ω for all important transitions, the polarizabilities cut off the integral (27) while x is still small. Then f may be replaced by f(0) = 3, and the London energy results:

U_L(R) = −C₆/R⁶, C₆ = (3/π) ∫₀^∞ dξ α_A(iξ) α_B(iξ). (38)

For atoms with one transition each, partial fractions give

∫₀^∞ dξ/[(ω_A² + ξ²)(ω_B² + ξ²)] = (π/2)(1/ω_A − 1/ω_B)/(ω_B² − ω_A²) = π/[2ω_Aω_B(ω_A + ω_B)]. (39)

Multiplication by α_A(0)ω_A² α_B(0)ω_B² and by 3/π yields

C₆ = (3/2) α_A(0) α_B(0) ω_Aω_B/(ω_A + ω_B). (40)

Retardation weakens the attraction relative to (38). To see this, differentiate f. The derivative of the polynomial is 4x³ + 6x² + 10x + 6, and twice the polynomial must be subtracted from it:

f′(x) = −e^{−2x}(2x⁴ + 4x² + 2x) ≤ 0. (41)

So f(x) ≤ 3, and |U| lies below the London magnitude. By (37) it also lies below the retarded one. The two power laws are upper bounds on the magnitude of the energy (27). They do not bound what (27) leaves out: repeated round trips and higher multipoles can lift the attraction above the London value at short distance, and temperature lifts it above the retarded value at large distance. With C₇ defined by U_ret = −C₇/R⁷, they cross at R = C₇/C₆.

The local exponent, −d ln|U|/d ln R, stays between the two powers. In (27) the integral falls as R increases, because f decreases; this adds to the 6 from the prefactor. In (28) the integral rises with R, because the polarizabilities decrease with frequency; this subtracts from 7. At zero temperature, then,

6 < −d ln|U|/d ln R < 7 (42)

at any finite distance for the single-round-trip energy (27). The repeated round trips in (14) fall off faster and raise the exponent at very short distance.

**The end of the law at finite temperature**

At temperature T the free energy of an oscillator, k_BT ln[2 sinh(Ω/(2k_BT))], replaces the zero-point energy Ω/2. The product formula sinh z = z Π_{n≥1}(1 + z²/(π²n²)) gives, for two frequencies a and b,

k_BT ln[sinh(a/(2k_BT))/sinh(b/(2k_BT))] = k_BT Σ′_n ln[(ξ_n² + a²)/(ξ_n² + b²)], (43)

with ξ_n = 2πn k_BT. The sum runs over n ≥ 0, and the prime halves the term n = 0, which accounts for the factor ln(a/b). Comparison with (9) shows that (1/2π)∫dξ is replaced by k_BT Σ′. As long as k_BT is far below the transition energies, the atoms remain in their ground states, and (27) becomes the free energy

U(R,T) = −(2k_BT/R⁶) Σ′_n α_A(iξ_n) α_B(iξ_n) f(ξ_nR/c). (44)

When R is much larger than the thermal length c/(k_BT), the exponential in f removes every term except n = 0. Half of f(0) = 3 remains, so that

U(R,T) → −3k_BT α_A(0) α_B(0)/R⁶. (45)

The sixth power returns, now with the thermal energy in place of an atomic one. The law (32) thus holds in a window: R must be large compared with c/ω and small compared with the thermal length. Setting (45) equal to (32) gives the crossing at R = 23c/(12πk_BT), about 0.61 thermal lengths.

**A worked case**

Take two model atoms with one transition each. Atom A has polarizability 10 Å³ and transition energy 4.5 eV; atom B has 6 Å³ and 6 eV. In eV and ångström, c is replaced by ħc = 1973.27 eV Å. For the retarded limit to apply, R must be large compared with both of the lengths

1973.27/4.5 = 438.5 Å and 1973.27/6 = 328.9 Å.

The two coefficients follow from (40) and (32):

C₆ = 1.5 × 60 × 27/10.5 = 231.4 eV Å⁶,

C₇ = 23 × 1973.27 × 60/(4π) = 2.167 × 10⁵ eV Å⁷.

The latter is 6.853 × 10⁵ atomic units. The power laws cross at C₇/C₆ = 936 Å. Quadrature of the full integral (27) gives

| R (Å) | U (eV) | U/U_L | U/U_ret | exponent |
|---|---|---|---|---|
| 10 | −2.31 × 10⁻⁴ | 0.9998 | 0.011 | 6.000 |
| 100 | −2.28 × 10⁻¹⁰ | 0.983 | 0.105 | 6.029 |
| 1000 | −1.44 × 10⁻¹⁶ | 0.624 | 0.666 | 6.510 |
| 10000 | −2.15 × 10⁻²³ | 0.093 | 0.992 | 6.984 |
| 100000 | −2.17 × 10⁻³⁰ | 0.009 | 1.000 | 7.000 |

Near the crossing neither limit serves: at 1000 Å each exceeds the full value by half or more. At 10000 Å, which is 1 µm, the retarded law gives −2.167 × 10⁻²³ eV, and the full integral is smaller in magnitude by 0.82 per cent of that. The bound (37) allows

2.804 × [(438.5/10000)² + (328.9/10000)²] = 0.0084,

or 0.84 per cent, so the next order alone gives the difference with a slight excess, about 2 per cent of its size. The mean imaginary photon energy at this distance is 0.255 eV. The static estimate, 30/23 times ħc/R, is 0.257 eV; the decrease of the polarizabilities with frequency shifts the weight slightly downwards.

Three other neglected effects can be sized for the same atoms: temperature, higher multipoles and repeated round trips. Magnetic coupling is not estimated here. At 300 K, k_BT is 0.0259 eV and the thermal length 7.63 × 10⁴ Å. At 10000 Å the thermal sum (44) exceeds the zero-temperature value by 0.02 per cent, less than the effect of finite transition frequencies. At 100000 Å it is 2.15 times the zero-temperature value, so the last line of the table does not describe atoms at room temperature. The laws (32) and (45) cross at 4.66 × 10⁴ Å.

Higher multipoles bring in the size of the atom. A rough length is the cube root of the larger polarizability, 2.2 Å, and the square of its ratio to 10000 Å is about 5 × 10⁻⁸. At 10 Å the same estimate is about 5 per cent. It gives a scale and not a bound: for atoms such as magnesium and zinc the next multipole term at this distance exceeds 10 per cent of the dipole term. The first line of the table therefore shows the behaviour of the dipole formula and is not an accurate energy for real atoms. Repeated round trips, contained in (14) and dropped in (15), change the energy at 10 Å by a relative 6 × 10⁻⁵. At 10000 Å their scale, α_Aα_B/R⁶, is 6 × 10⁻²³. The full set of values stands in the numerical output.

**Relation to real atoms and to adhesion**

The parameters are rough values in the regime of closed-shell metal atoms; magnesium and zinc are such a pair. Their ground states have neither spin nor orbital moment, as the derivation requires. A real atom spreads its response over many transitions and a continuum. This affects C₆ and the approach to the retarded limit, but C₇ contains the static polarizabilities alone. It is proportional to each of them, so polarizabilities that are both 10 per cent too large make C₇ 21 per cent too large. Atoms with permanent magnetic moments fall outside the result: for fixed orientations their magnetic energy varies as 1/R³ and, where it does not vanish by orientation, outlasts the 1/R⁷ attraction at large distance. A particle adhering to a surface in a wet process breaks two further assumptions, since its atoms are neither isolated nor in vacuum. The liquid and the neighbouring atoms alter both the response and the propagation of the field. The size of that change depends on the materials and cannot be read from the pair energy, so neither C₇ nor the distances found here should be used as adhesion parameters for such a particle.

Computed values

```
five terms of the integral: 3/4, 3/4, 5/4, 3/2, 3/2
their sum: 23/4 ; over pi: 1.830282
next-order coefficient: 129/46
two-level test, exact/predicted: 1.00039
hbar c = 1973.270 eV angstrom
atom A: alpha = 10.0 angstrom^3, line = 4.5 eV
atom B: alpha = 6.0 angstrom^3, line = 6.0 eV
hbar c / line A = 438.5 angstrom
hbar c / line B = 328.9 angstrom
London C6 = 231.43 eV angstrom^6
retarded C7 = 2.16698e+05 eV angstrom^7
retarded C7 = 6.85326e+05 atomic units
limits cross at R = 936.4 angstrom
R (angstrom), U (eV), U/London, U/retarded, local exponent:
      10 -2.31377e-04 0.999778 0.010677 6.00044
     100 -2.27555e-10 0.983262 0.105010 6.02935
    1000 -1.44382e-16 0.623871 0.666279 6.51043
   10000 -2.14913e-23 0.092864 0.991760 6.98374
  100000 -2.16680e-30 0.009363 0.999916 6.99983
at R = 10000 angstrom:
  retarded law U = -2.16698e-23 eV
  mean imaginary photon energy = 0.2549 eV
  first correction = -0.008426
  higher multipoles, rough relative size = 4.6e-08
  repeated scattering, rough scale = 6.0e-23
repeated scattering at 10 angstrom, relative = 5.60e-05
kT at 300 K = 0.02585 eV
thermal length hbar c/kT = 76329 angstrom
U(300 K)/U(0 K) at 1000 angstrom = 1.000000
U(300 K)/U(0 K) at 10000 angstrom = 1.000212
U(300 K)/U(0 K) at 100000 angstrom = 2.148188
retarded and thermal laws cross at 46568 angstrom
```
